Phonon scattering by random site masses: two derivations of Tamura's rate

A heat-flow calculation for a dilute silicon-germanium layer needs a phonon lifetime due to the heavy atoms. One must decide whether the lifetime may be taken from the mass variance and the phonon spectrum of the average crystal, or whether the repeated scattering of a wave by one heavy atom must be calculated as well. For a one-percent model alloy treated below, that choice changes the rate by a factor of about two at 3 THz and by about four, in the other direction, at 6 THz.

**The crystal and the result**

Let a harmonic crystal have N cells. Site i lies in cell R and is of type σ. Its mass is

M_i = m_σ(1 + ε_i), ⟨ε_i⟩ = 0, ⟨ε_i ε_j⟩ = g_σ δ_ij.

Thus m_σ is the mean mass and g_σ the variance divided by m_σ². Different sites are uncorrelated, and the springs Φ do not depend on which atom occupies a site. The reference crystal has every mass equal to its mean. Its modes λ = (q, branch) have angular frequency ω and eigenvector e, with Σ_σ |e_σ|² = 1 over one cell. Primes mark a final mode λ'. The result is

Γ_λ = (π/2N) ω² Σ_λ' S_λλ' δ(ω − ω'),

S_λλ' = Σ_σ g_σ |e'_σ* · e_σ|².

Γ is the decay rate of energy or phonon number; an amplitude decays at Γ/2. The rate is the product of squared frequency, variance and density of final states, provided that the eigenvector overlaps stay inside the sum. It is the leading term in the mass contrast.

**First derivation: the golden rule**

The random masses enter the kinetic energy Σ p_i²/(2M_i). For small contrast,

1/M_i = (1/m_σ)(1 − ε_i + ε_i² − …).

The linear term gives the perturbation

V = −Σ_i ε_i p_i²/(2m_σ).

The mean of the quadratic term shifts frequencies at order g. Its fluctuations affect decay at higher order, so it is dropped.

In terms of phonon operators, the momentum is p_i = −i(X_i − X_i†), with

X_i = Σ_λ √(ħ m_σ ω/2N) e_σ exp(iq·R) a_λ.

Squaring the momentum gives

p_i² = −(X_i − X_i†)² = X_i·X_i† + X_i†·X_i − X_i·X_i − X_i†·X_i†.

The last two terms destroy or create two phonons and cannot conserve energy. Each of the first two contains a'†a, which moves a phonon from λ to λ'. For different modes these operators commute, so the contributions are equal and add to

(ħ m_σ/N) √(ωω') (e'_σ*·e_σ) exp[i(q − q')·R] a'†a.

Multiplication by −ε_i/(2m_σ) cancels the mass and leaves a factor one half. With n and n' phonons initially in the two modes, the matrix element is

A = −(ħ/2N) √(ωω') √[n(n' + 1)] Σ_i ε_i (e'_σ*·e_σ) exp[i(q − q')·R].

Its squared modulus contains a double sum over sites. Averaging removes every term with i ≠ j, and the phases cancel in those that remain. Each site type occurs in N cells, so one factor N survives:

⟨|A|²⟩ = (ħ²ωω'/4N) n(n' + 1) S_λλ'.

The golden rule gives the transition rate (2π/ħ)⟨|A|²⟩δ(ħω − ħω'). Since δ(ħx) = δ(x)/ħ, this equals

W_λλ' n(n' + 1), W_λλ' = (π/2N) ω² S_λλ' δ(ω − ω').

The reverse process has the same W and the factor n'(n + 1). Loss minus gain contains

n(n' + 1) − n'(n + 1) = n − n',

and therefore

dn/dt = −Σ_λ' W_λλ'(n − n').

If all other modes have their equilibrium occupation, then n' = n₀(ω) wherever the delta function acts, and dn/dt = −Γ(n − n₀) with Γ = Σ_λ' W_λλ'. This is the stated result. The occupation factors have cancelled, so in this model temperature does not enter Γ. When the other modes are also out of equilibrium, the term in n' must in general be kept. In the cubic crystal of the worked example, however, the deviations of n' from n₀ cancel by symmetry in the sum for a small, uniform temperature gradient, and Γ alone describes the relaxation. In a less symmetric crystal the cancellation need not be complete.

The delta function stands for a finite observation. With Δ = ω − ω', the transition probability after time t is proportional to

P(t) = 4 sin²(Δt/2)/Δ².

Its area over Δ is 2πt, and its width is of order 2π/t. Its growth rate therefore acts as 2πδ(Δ) once the final-state weight varies little over that width. The modes must also lie closely enough for many to fall within it.

**Second derivation: the decay of an average wave**

This route uses Newton's equations and needs neither phonon operators nor an expansion of 1/M. For motion at frequency ω,

M_i ω² u_i = Σ_j Φ_ij u_j.

Set x_i = √m_σ u_i and divide the equation by √m_σ. With K_ij = Φ_ij/√(m_σ m_σ'), where σ' is the type of site j, it becomes

(ω² − K − U)x = 0, U_ij = −ω² ε_i δ_ij.

The disorder is a potential on each site, linear in the mass deviation however large that deviation is. The response matrix G = (z − K − U)⁻¹, with z = (ω + i0)², has the expansion

G = G₀ + G₀UG₀ + G₀UG₀UG₀ + …, G₀ = (z − K)⁻¹.

The average of the second term vanishes because ⟨U⟩ = 0. In the third, uncorrelated masses give

⟨U G₀ U⟩_ij = ω⁴ g_σ δ_ij G₀,σσ.

Here G₀,σσ is the 3×3 block of G₀ on one site:

G₀,σσ = (1/N) Σ_λ' e'_σ e'_σ†/(z − ω'²).

Repeating this block between free propagations turns the average response into (z − K − Π)⁻¹, where Π = ⟨UG₀U⟩ to this order. Its value in the normalised plane wave x_i = e_σ exp(iq·R)/√N is

Π_λ = ω⁴ Σ_σ g_σ e_σ† G₀,σσ e_σ.

Π also couples branches with the same q. Away from a degeneracy, that coupling changes the pole only at order g²; at a degeneracy the e must first be chosen to diagonalise Π.

Let ω_λ be the mode frequency in the reference crystal. The average wave has a pole where ω² = ω_λ² + Π_λ. For small Π_λ,

ω ≈ ω_λ + Π_λ/(2ω_λ).

The time factor exp(−iωt) then decays in amplitude at −Im Π_λ/(2ω_λ), and its square decays at

Γ_λ = −Im Π_λ/ω_λ.

For positive frequencies,

Im 1/(z − ω'²) = −π δ(ω² − ω'²) = −(π/2ω) δ(ω − ω').

Substitution gives

Γ_λ = (1/ω) ω⁴ (π/2ωN) Σ_λ' Σ_σ g_σ |e'_σ*·e_σ|² δ(ω − ω').

The powers of frequency combine to ω², and the first result is recovered. Nothing absorbs energy here: what the average wave loses is carried by waves in other modes, whose phases depend on the arrangement of the masses.

**What each derivation assumes**

Both need weak disorder, uncorrelated sites, unchanged springs and closely spaced final modes. The golden rule follows occupations and shows directly why temperature cancels. The wave derivation follows a coherent amplitude and gives a frequency shift, Re Π_λ/(2ω_λ), as well as a decay.

They differ in what they treat as small. The first could equally be organised around the mean of 1/M. The same algebra would then contain the relative variance of the inverse mass. For weak contrast the two variances agree to leading order. For one percent of 73 u atoms in a 28 u host they are 0.02477 and 0.00381, a ratio of 6.5. The lowest-order golden rule cannot choose between them. The second derivation can, because its potential is exact for any mass deviation and the repeated scattering by one atom can be summed.

Consider one impurity of contrast ε on a site of cubic symmetry, where G₀,σσ is a number G_s times the unit matrix. Summing all returns of the wave to this site gives

T = U + U G_s U + … = U/(1 − U G_s) = −εω²/(1 + εω²G_s).

For a small share c of such impurities, Im Π is c Im T on that site, to first order in c. Since 1/T = 1/U − G_s and U is real, Im(1/T) = −Im G_s, which means Im T = |T|² Im G_s. The weak-scattering value has U² in place of |T|². Repeated scattering thus multiplies the rate by

B = 1/|1 + εω²G_s|².

As ω → 0 in three dimensions, ω²G_s → 0 and B → 1. For long waves and dilute impurities, the mass variance is therefore the right measure even when the contrast is strong.

**Cubic sites and long waves**

Define the density of states per cell projected on a site type,

ρ_σ(ω) = (1/N) Σ_λ' |e'_σ|² δ(ω − ω').

On a cubic site the tensor (1/N) Σ_λ' e'_σ e'_σ† δ(ω − ω') must be a multiple of the unit matrix. Its trace is ρ_σ, so it equals ρ_σ/3 times the unit matrix, and

Γ_λ = (π/6) ω² Σ_σ g_σ |e_σ|² ρ_σ(ω).

For two equivalent sites, ρ_σ = ρ/2 and g_σ = g. Since Σ_σ |e_σ|² = 1,

Γ = (π/12) g ω² ρ(ω).

In a long acoustic wave all atoms of a cell move together. Hence e_σ = √(m_σ/M_c) s, where M_c is the mean cell mass and s a unit vector, and ρ_σ = (m_σ/M_c)ρ. One branch of speed v contributes

V₀ω²/(2π)³ ∫ dΩ/v³

to ρ, where V₀ is the cell volume. With ⟨v⁻³⟩ the mean over directions and the three branches, ρ = 3V₀ω²⟨v⁻³⟩/(2π²). Therefore

Γ = V₀ ω⁴ ⟨v⁻³⟩ g_c/(4π), g_c = Σ_σ g_σ (m_σ/M_c)².

Two powers of frequency come from the perturbation and two from the density of states. In a lattice with alternating masses of 28 and 56 u, the full sum divided by this formula was 1.002 at a small wavevector and 1.007 at twice that wavevector. The fitted power of frequency was 4.008.

**A test by direct motion**

The general formula was tested by integrating Newton's equations for 27,648 atoms. The mean masses were again 28 and 56 u, the heavier sublattice had random deviations of ±10%, and one of the four bond directions was made 1.8 times stiffer to remove the cubic symmetry. The decay between 0.30 and 1.00 ps was compared with the golden rule, using P(t) over the same interval instead of a sharp delta function.

At 6.95 THz the simulated rate was 0.234 ps⁻¹ and the golden-rule rate 0.208 ps⁻¹. At 12.88 THz they were 0.777 and 0.710 ps⁻¹. The simulation is 13% and 9% above the formula. One disorder sample cannot separate sampling error from higher orders in the contrast. Replacing S by its evenly spread value Σ_σ g_σ/12 gives 0.074 and 1.497 ps⁻¹: too small by a factor of three in one mode and too large by a factor of two in the other. The eigenvector weights are needed.

**Worked example: a dilute heavy-atom alloy**

The model is a diamond-type lattice with constant 0.54 nm and bond stiffnesses of 120 N/m along and 20 N/m across each bond. One percent of the 28 u atoms are replaced by 73 u atoms. The mean mass is

0.99 × 28 + 0.01 × 73 = 28.45 u,

and the relative variance is

g = 0.01 × 0.99 × (45/28.45)² = 0.0248.

Take a longitudinal phonon along a cube axis at 2.95 THz, so that ω = 2π × 2.95 = 18.5 rad/ps. The density of states is 0.0207 ps per cell, with frequencies smoothed over 0.25 THz; narrower smoothing lowers it to 0.0204 ps, and the rate with it by less than 2%. The cubic formula gives

Γ = (π/12) × 0.0248 × 18.5² × 0.0207 ≈ 0.046 ps⁻¹.

The lifetime is 22 ps. At a group speed of 6.29 nm/ps, the free path is about 136 nm. The long-wave formula gives 0.038 ps⁻¹, which is 18% below the lattice result.

At 5.79 THz the density of states is 0.122 ps and the rate 1.05 ps⁻¹, with a free path of 5.7 nm. The long-wave formula gives 0.56 ps⁻¹, about half the lattice value. At a given frequency both formulas contain the same ω² and g, so the difference is the excess of the lattice density of states over its long-wave form.

These are weak-scattering values, but the impurity contrast is ε = 1.57. The factor B is 2.21 for the first phonon and 0.235 for the second, with Gaussian smoothing narrowed until the values stop changing. A Lorentzian smoothing of 0.25 THz is too coarse for this purpose and gives 2.09 and 0.28. The corrected rates are

0.046 × 2.21 ≈ 0.10 ps⁻¹,

1.05 × 0.235 ≈ 0.25 ps⁻¹.

The free paths become roughly 63 and 24 nm.

The opposite signs of the correction can be traced. At low frequency G_s is close to −⟨1/ω'²⟩, the average being over the modes weighted on the site. A heavy atom has ε > 0, so the denominator of B falls below one and scattering grows. At the higher frequency the imaginary part matters. With ρ/2 on each site and three directions,

|Im G_s| = (π/2ω)(ρ/6).

For the second phonon, ω = 36.4 rad/ps, and

εω²|Im G_s| = 1.57 × 36.4 × π × 0.122/12 ≈ 1.8.

The real part of the denominator can only increase its modulus, so B can be at most 1/1.8² ≈ 0.3. Here the real part is 0.975 and the imaginary part has size 1.816, so B = 1/(0.975² + 1.816²) ≈ 0.235. The strong density of final states that makes the weak-scattering rate large also limits what one atom can scatter.

**Comparison with real layers**

The masses, lattice constant and top frequency of 15 THz are roughly those of silicon with a little germanium. The two-spring lattice is not a calculated silicon spectrum: in silicon the transverse acoustic branches flatten near the zone edge at roughly 3 to 5 THz, so neither the rates nor the factors B found here should be transferred to the material. The model's averaged sound speed, 4.95 nm/ps, is also below silicon's, which is near 6 nm/ps, so the model overestimates the long-wave rate. One percent is also far below the tens of percent used in some transistor source and drain regions. At 30% the mean mass is 41.5 u and g = 0.3 × 0.7 × (45/41.5)² ≈ 0.25, ten times the example's value. Neither weak scattering nor isolated impurities is then a safe assumption.

Other omissions can be sized for the 2.95 THz phonon. Making the impurity's bonds 10% softer, in the weak-scattering sum, raises the rate by 1.4%. This small figure does not carry over to the corrected rate: softer bonds also change the repeated scattering, and the effect can then exceed ten percent. If all impurities formed nearest-neighbour pairs, the weak-scattering rate would rise by a factor of about 1.8, on the rough assumption of isotropic scattering into waves of the same wavelength and equal motion of the two atoms. For phonon-phonon scattering, the scaling estimate 2γ²(k_BT/mv²)ω²/ω_D, with m the mean atomic mass, v the averaged sound speed and ω_D the Debye frequency, gives 0.04 ps⁻¹ at T = 350 K for a Grüneisen number γ = 1 and the model's sound speed; silicon's higher speed would lower it to about 0.024 ps⁻¹. In a 50 nm film, a phonon that travels straight across and is reflected diffusely has a surface rate of 6.29/50 ≈ 0.13 ps⁻¹, comparable with the corrected impurity rate. A slanting path or a smoother surface lowers the surface rate.

Computed results

```
simulated atoms: 27648
simulation mass spread on site B: 10 %
simulation time window: 0.30 to 1.00 ps
lower mode frequency: 6.95 THz
lower mode decay rate, simulated: 0.234 1/ps
lower mode decay rate, golden rule: 0.208 1/ps
lower mode rate without eigenvector weights: 0.074 1/ps
upper mode frequency: 12.88 THz
upper mode decay rate, simulated: 0.777 1/ps
upper mode decay rate, golden rule: 0.710 1/ps
upper mode rate without eigenvector weights: 1.497 1/ps
long-wave lattice rate / elastic formula: 1.002, 1.007
long-wave power of frequency: 4.008
host mass: 28 u
impurity mass: 73 u
impurity share: 1.0 %
lattice constant: 0.54 nm
bond stiffness along, across: 120, 20 N/m
mean mass: 28.45 u
relative mass variance g: 0.02477
relative variance of inverse mass: 0.00381
impurity contrast: 1.566
top lattice frequency: 15.13 THz
cube-averaged sound speed: 4.95 nm/ps
frequency smoothing: 0.25 THz
phonon 1 wavevector: 2.91 1/nm
phonon 1 frequency: 2.95 THz
phonon 1 density of states per cell: 0.0207 ps
phonon 1 scattering rate: 0.0462 1/ps
phonon 1 long-wave estimate: 0.0378 1/ps
phonon 1 lifetime: 21.64 ps
phonon 1 group speed: 6.29 nm/ps
phonon 1 free path: 136.1 nm
phonon 1 repeated-scattering factor: 2.09
phonon 2 wavevector: 5.82 1/nm
phonon 2 frequency: 5.79 THz
phonon 2 density of states per cell: 0.1221 ps
phonon 2 scattering rate: 1.0470 1/ps
phonon 2 long-wave estimate: 0.5601 1/ps
phonon 2 lifetime: 0.96 ps
phonon 2 group speed: 5.93 nm/ps
phonon 2 free path: 5.7 nm
phonon 2 repeated-scattering factor: 0.28
factor from 10 % softer impurity bonds: 1.014
rough factor if all impurities pair up: 1.85
temperature, Grueneisen number: 350 K, 1.0
rough anharmonic rate: 0.040 1/ps
rough surface rate, 50 nm film: 0.126 1/ps
```
